# Induced dipoles on cubic lattices: iteration limit and polarization catastrophe

Suppose the induced dipoles of a polarizable crystal are found by iteration: compute the field at every site, set each dipole to polarizability times field, and repeat. If the dipoles grow instead of settling, one must decide whether to damp the update or to distrust the model. Damping cures an iteration that overshoots a stable solution. It cannot help when the model has no stable solution. For long waves in a cubic crystal, two eigenvalues separate these cases. Whether they decide for the whole crystal depends on the lattice, because a shorter wave may become unstable first.

## The model and what its eigenvalues decide

Identical point dipoles sit on a simple cubic (sc), body-centred (bcc) or face-centred (fcc) lattice, one per lattice point, with number density $n$. Each has an isotropic static polarizability $a>0$. In Gaussian units $a$ is a volume, so $x=na$ is a pure number. In an applied field $\mathbf E_i$ the dipoles obey

$$\mathbf p_i=a\Big(\mathbf E_i+\sum_{j\ne i}\mathsf T(\mathbf R_i-\mathbf R_j)\,\mathbf p_j\Big),\qquad \mathsf T(\mathbf r)=\frac{3\hat{\mathbf r}\hat{\mathbf r}-\mathsf 1}{r^3}.$$

Collecting the dipoles on the left gives $\mathsf A\mathbf p=a\mathbf E$ with $\mathsf A=\mathsf 1-a\mathsf T$. The same equation makes the energy

$$U=\tfrac12\,\mathbf p\cdot\Big(\frac{\mathsf 1}{a}-\mathsf T\Big)\mathbf p-\mathbf p\cdot\mathbf E$$

stationary, because its gradient is $(\mathsf A\mathbf p-a\mathbf E)/a$. The stationary point is a minimum if every eigenvalue $\lambda$ of $\mathsf A$ is positive. If one is negative, $U$ falls without bound along that mode.

Now iterate with a mixing factor $\beta$:

$$\mathbf p^{\rm new}=\mathbf p+\beta(a\mathbf E-\mathsf A\mathbf p).$$

Subtracting the solution from both sides shows that the error is multiplied by $\mathsf 1-\beta\mathsf A$, so an error mode with eigenvalue $\lambda$ is multiplied by $1-\beta\lambda$. It decays if $0<\beta\lambda<2$. Plain iteration is $\beta=1$.

On an infinite lattice the modes are plane waves. Inserting $\mathbf p_j=\mathbf p\,e^{i\mathbf k\cdot\mathbf R_j}$ and taking out the phase of site $i$ leaves a $3\times3$ problem with

$$\mathsf T(\mathbf k)=\sum_{\mathbf R\neq0}\mathsf T(\mathbf R)\,e^{-i\mathbf k\cdot\mathbf R}.$$

The terms fall only as $1/R^3$, so the sum is understood with a slowly decaying spherical factor, such as $e^{-s^2R^2}$, and $s\to0$ at fixed $\mathbf k\ne0$. The claim to be derived is

$$\mathsf T(\mathbf k)\;\to\;-\frac{4\pi n}{3}\,(3\hat{\mathbf k}\hat{\mathbf k}-\mathsf 1)\qquad(k\to0).\tag{1}$$

For $\mathbf p$ along $\mathbf k$ the bracket gives $2$, and for $\mathbf p$ across $\mathbf k$ it gives $-1$. Hence

$$\lambda_L=1+\frac{8\pi x}{3},\qquad \lambda_T=1-\frac{4\pi x}{3}\ \text{(twice)}.\tag{2}$$

Both derivations use two facts.

*Cubic sums.* Let a set of vectors $\mathbf v$ be unchanged by the cubic symmetry operations. Reflecting $v_x\to-v_x$ cancels the off-diagonal sums, and exchanging axes makes the diagonal ones equal. For any function $g$ of length, therefore,

$$\sum_{\mathbf v}v_av_b\,g(v)=\frac{\delta_{ab}}{3}\sum_{\mathbf v}v^2g(v).\tag{3}$$

*Lattice sums as wave sums.* The array $\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$ is periodic, and each of its Fourier coefficients is one over the cell volume, which is $n$. It therefore equals $n\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ the reciprocal lattice vectors. Multiplying by $f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$, integrating, and using the symmetry $\mathbf G\to-\mathbf G$ of the set gives

$$\sum_{\mathbf R}f(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}=n\sum_{\mathbf G}F(\mathbf k+\mathbf G),\qquad F(\mathbf q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r.\tag{4}$$

## First derivation: summing the dipole fields

Choose a smooth function $w(r)$ that equals 1 near the origin and 0 beyond a fixed radius $b$. Split $\mathsf T=w\mathsf T+(1-w)\mathsf T$.

**Near part.** The sum of $w\mathsf T$ has finitely many terms, so as $k\to0$ every phase factor may be set to 1. By (3), $\sum 3R_aR_b\,w/R^5$ equals $\delta_{ab}\sum w/R^3$, which cancels the second term of $\mathsf T$. The near part vanishes.

**Far part.** The function $(1-w)\mathsf T$ is smooth and zero at the origin, so (4) applies with the site $\mathbf R=0$ included at no cost. Its Fourier transform needs the angular integral

$$\mathsf J=\int d\Omega\,(3\hat{\mathbf r}\hat{\mathbf r}-\mathsf 1)\,e^{-i\mathbf q\cdot\mathbf r}.$$

This tensor is traceless and symmetric about $\hat{\mathbf q}$, so $\mathsf J=C(3\hat{\mathbf q}\hat{\mathbf q}-\mathsf 1)$. With $u=qr$ and $c=\hat{\mathbf q}\cdot\hat{\mathbf r}$, its component along $\hat{\mathbf q}$ is

$$2C=2\pi\int_{-1}^{1}(3c^2-1)\cos(uc)\,dc.$$

The two integrals required are

$$\int_{-1}^1\cos(uc)\,dc=\frac{2\sin u}{u},\qquad \int_{-1}^1c^2\cos(uc)\,dc=\frac{2\sin u}{u}+\frac{4\cos u}{u^2}-\frac{4\sin u}{u^3}.$$

Three times the second minus the first is

$$\frac{4\sin u}{u}+\frac{12\cos u}{u^2}-\frac{12\sin u}{u^3}=-4j_2(u),$$

$$j_2(u)=\Big(\frac{3}{u^3}-\frac1u\Big)\sin u-\frac{3\cos u}{u^2}.$$

Thus $C=-4\pi j_2(u)$. The volume element $r^2dr$ and the factor $1/r^3$ leave $dr/r$, so

$$\mathsf F(\mathbf q)=-4\pi(3\hat{\mathbf q}\hat{\mathbf q}-\mathsf 1)\,h(q),\qquad h(q)=\int_0^\infty[1-w(r)]\,\frac{j_2(qr)}{r}\,dr.$$

The terms of (4) with $\mathbf G\neq0$ are continuous at $k=0$. There, apart from the common factor $-4\pi n$, they become $\sum_{\mathbf G\ne0}(3\hat{\mathbf G}\hat{\mathbf G}-\mathsf 1)h(G)$, which vanishes by (3). The term $\mathbf G=0$ remains. Since $j_2(u)\approx u^2/15$ for small $u$, removing the region $r<b$ changes $h(k)$ by an amount of order $(kb)^2$, and

$$h(k)\to\int_0^\infty\frac{j_2(u)}{u}\,du.$$

To integrate, take $j_1(u)/u=\sin u/u^3-\cos u/u^2$. Its derivative is

$$\frac{3\cos u}{u^3}-\frac{3\sin u}{u^4}+\frac{\sin u}{u^2}=-\frac{j_2(u)}{u}.$$

The integral is therefore the value of $j_1/u$ at zero minus its value at infinity. For small $u$ it is $(1/u^2-1/6)-(1/u^2-1/2)=1/3$, and at infinity it is zero. So $h\to1/3$, and $n\mathsf F(\mathbf k)$ is result (1).

## Second derivation: macroscopic field and zero trace

This route starts from Gauss's law. Replace each point dipole by a smooth, spherically symmetric cloud of dipole density $s(r)$, with $\int s\,d^3r=1$ and $s=0$ beyond a radius $b$. Call its field tensor $\mathsf T_s$. Outside the cloud the field is that of the point dipole, because a spherical charge acts outside itself like a point charge and a dipole is the difference of two displaced charges. So $\mathsf T-\mathsf T_s$ vanishes for $r>b$.

A polarization wave $\mathbf P e^{i\mathbf q\cdot\mathbf r}$ has a field $\mathbf E e^{i\mathbf q\cdot\mathbf r}$ that is a gradient, hence parallel to $\mathbf q$, and obeys $\nabla\cdot\mathbf E=-4\pi\nabla\cdot\mathbf P$. This gives $\mathbf q\cdot\mathbf E=-4\pi\,\mathbf q\cdot\mathbf P$, so

$$\mathbf E=-4\pi\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P).$$

By (4), the lattice of clouds contains the waves $\mathbf q=\mathbf k+\mathbf G$ with amplitudes $n\,S(q)\,\mathbf p$, where $S$ is the Fourier transform of $s$ and $S(0)=1$. Adding their fields at a site, removing that site's own cloud, and restoring point dipoles nearby gives

$$\mathsf T(\mathbf k)=-4\pi n\,S(k)\,\hat{\mathbf k}\hat{\mathbf k}-4\pi n\sum_{\mathbf G\ne0}S(q)\,\hat{\mathbf q}\hat{\mathbf q}-\mathsf T_s(0)+\sum_{0<R<b}[\mathsf T(\mathbf R)-\mathsf T_s(\mathbf R)]\,e^{-i\mathbf k\cdot\mathbf R}.$$

Let $k\to0$. The first term becomes $-4\pi n\,\hat{\mathbf k}\hat{\mathbf k}$. The second and fourth become multiples of the unit tensor by (3), and the third is one because the cloud is spherical. Hence

$$\mathsf T(\mathbf k)\to-4\pi n\,\hat{\mathbf k}\hat{\mathbf k}+c\,\mathsf 1 .$$

The constant $c$ needs no further summation. The trace of $3\hat{\mathbf r}\hat{\mathbf r}-\mathsf 1$ is $3-3=0$ for every pair of sites, so $\mathsf T(\mathbf k)$ is traceless. Therefore $-4\pi n+3c=0$ and $c=4\pi n/3$, which is (1) again.

The two terms have separate meanings. The first is the macroscopic field of the charge that piles up where the polarization varies along its own direction, and a transverse wave has none. The second is the Lorentz local field $4\pi\mathbf P/3$, with $\mathbf P=n\mathbf p$. It supports the dipole that causes it. In a longitudinal wave the opposing macroscopic field is three times as large, which leaves $-8\pi/3$.

## What each derivation assumes

Both assume linear, isotropic point dipoles, one per lattice point of a perfect cubic lattice, and a wave that is long against the spacing but short against the sample. The last condition matters because (1) depends on the direction of $\mathbf k$ however small $k$ is, so it has no value at $k=0$. The strictly uniform mode of a finite body depends on the body's shape. For equal dipoles filling a sphere, for instance, the field at a central site is zero by (3).

The first derivation uses the pair field and symmetry, and never mentions charge or a macroscopic field. If the distance law $1/r^3$ were replaced by another radial function, the angular step would stand and the radial integral would change. Its price is two explicit integrals.

The second derivation relies on the Coulomb law three times: for the equivalence of cloud and point outside the cloud, for Gauss's law, and for the zero trace. In return it shows what survives without cubic symmetry. With one dipole per cell of a less symmetric lattice, the last three terms still tend to a constant tensor $\mathsf L$, so

$$\mathsf T(\mathbf k)\to-4\pi n\,\hat{\mathbf k}\hat{\mathbf k}+\mathsf L,\qquad \operatorname{tr}\mathsf L=4\pi n,$$

but $\mathsf L$ need not be isotropic, and (2) then fails. It also shows where real atoms depart from the model. If a neighbour's charge cloud is wide enough to reach the site where the field is taken, the trace is no longer zero, and $c$ changes.

Lattice sums evaluated numerically agree with (1) for all three lattices. For sc the largest deviation in $\mathsf T/n$ is $1.4\times10^{-3}$ at $kd=0.04$, with $d$ the cube edge, and $3.4\times10^{-4}$ at $kd=0.02$. The fourfold drop is the expected $k^2$ behaviour, and extrapolation to $k=0$ leaves about $2\times10^{-8}$.

## The two limits, and the lattice that breaks them

With $\beta=1$ the error factors of the long waves are

$$1-\lambda_L=-\frac{8\pi x}{3},\qquad 1-\lambda_T=+\frac{4\pi x}{3}.$$

The longitudinal error changes sign at each step and starts to grow at

$$x=\frac{3}{8\pi}\approx0.119 .$$

The transverse eigenvalue reaches zero at twice that density,

$$x=\frac{3}{4\pi}\approx0.239 ,$$

the polarization catastrophe. Between the two values these modes are stable and plain iteration still diverges, so damping is the right response, provided no shorter wave is already unstable. Beyond the second, $\lambda_T<0$ makes $1-\beta\lambda_T>1$ for every positive $\beta$, and the energy has no minimum. There the model must be changed.

These are limits for the whole lattice if no shorter wave is more extreme. A scan of the Brillouin zone found none for fcc or bcc: all sampled eigenvalues of $\mathsf T/n$ lie between $-8\pi/3\approx-8.378$ and $4\pi/3\approx4.189$, and the extreme ones lie close to $k=0$. This is evidence from a grid, not a proof.

For simple cubic the statement is false. The scan gives a lowest value of $-9.687$ at a wave vector of type $(0,0,\pi/d)$ and a highest value of $5.354$ at type $(0,\pi/d,\pi/d)$. Plain iteration therefore fails no later than $x=1/9.687\approx0.103$, and stability is lost no later than $x=1/5.354\approx0.187$; these are the limits if no wave vector off the grid is more extreme. These lie about 14% and 22% below the long-wave limits. On the grid, the first sc mode to become unstable is a pattern of dipoles whose sign alternates along two cube axes, not a uniform polarization.

## Choosing the mixing factor

For fcc and bcc below the catastrophe, taking the scanned bounds as valid, all $\lambda$ lie between $\lambda_T$ and $\lambda_L$. Convergence is then assured for $0<\beta<2/\lambda_L$. Since $1-\beta\lambda$ is linear in $\lambda$, its largest magnitude occurs at one of the two ends. Raising $\beta$ reduces the error factor at the lower end and eventually increases it at the upper end, so the best compromise makes them equal in size:

$$1-\beta\lambda_T=\beta\lambda_L-1\quad\Rightarrow\quad \beta=\frac{2}{\lambda_L+\lambda_T}=\frac{1}{1+2\pi x/3}.$$

The last form follows from $\lambda_L+\lambda_T=2+4\pi x/3$. The error factor is then

$$\rho=1-\frac{2\lambda_T}{\lambda_L+\lambda_T}=\frac{\lambda_L-\lambda_T}{\lambda_L+\lambda_T}.$$

This can be written in terms of the dielectric constant $\varepsilon$. In a transverse wave the dipoles add no macroscopic field, so the macroscopic field is the applied one and $\mathbf P=x\mathbf E/\lambda_T$. Since $\lambda_T+4\pi x=\lambda_L$,

$$\varepsilon=1+\frac{4\pi x}{\lambda_T}=\frac{\lambda_L}{\lambda_T}.$$

In a longitudinal wave the applied field is $\mathbf D$, so $\mathbf P=x\mathbf D/\lambda_L$ and $1/\varepsilon=1-4\pi x/\lambda_L=\lambda_T/\lambda_L$, in agreement. Also $\varepsilon+2=(\lambda_L+2\lambda_T)/\lambda_T=3/\lambda_T$, which gives the Clausius-Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=4\pi x/3$. Dividing the numerator and denominator of $\rho$ by $\lambda_T$ yields

$$\rho=\frac{\varepsilon-1}{\varepsilon+1}.$$

At the plain-iteration limit $\lambda_L=2$ and $\lambda_T=1/2$, so $\varepsilon=4$. In this model, long-wave errors decay under plain iteration when $1<\varepsilon<4$ (beyond the catastrophe the ratio $\lambda_L/\lambda_T$ is negative and the errors grow). As $x\to0$, $\rho\to0$ and one step nearly suffices. Near the catastrophe $\varepsilon$ is large and $\rho\approx1-2/\varepsilon$, so the number of steps for a given accuracy grows in proportion to $\varepsilon$.

## Worked example

Take a model fcc lattice with cube edge $d=6$ Å and polarizability $a=8$ Å³; no material is meant. Four sites per cube give

$$n=\frac{4}{216}=0.01852\ \text{Å}^{-3},\qquad x=0.01852\times8=0.148 .$$

This lies between 0.119 and 0.239, so plain iteration should diverge although a stable solution exists. The eigenvalues are

$$\lambda_L=1+1.241=2.241,\qquad \lambda_T=1-0.621=0.379,$$

and $\varepsilon=2.241/0.379\approx5.9$. Mixing must stay below $2/2.241=0.892$. The best value is $2/(2.241+0.379)=0.763$, with error factor $\rho=0.710$. A millionfold reduction of the slowest error takes about $\ln10^6/|\ln0.710|\approx40$ steps.

At fixed $a$, setting $x=4a/d^3$ equal to each limit gives the critical edges:

$$d=\Big(\frac{32\pi a}{3}\Big)^{1/3}=6.45\ \text{Å (plain iteration)},\qquad d=\Big(\frac{16\pi a}{3}\Big)^{1/3}=5.12\ \text{Å (catastrophe)}.$$

A finite cube of 500 such sites, built from pair fields alone, offers a separate check. Its matrix is a block of the infinite one, so its eigenvalues must lie within the infinite-lattice bounds. They run from 0.402 to 2.191, inside the interval from 0.379 to 2.241.

The iteration was run on this cube, at this one density, for three values of $\beta$, starting from zero dipoles with a random applied field at each site so that every mode is excited. (A uniform field along a cube axis excites only the modes of its own symmetry; the ratios then settle at other values, 1.159 for $\beta=1$ and 0.685 for the best $\beta$.) With $\beta=1$, successive changes grow by a factor 1.191 per step after 200 steps, which matches $|1-2.191|$. With $\beta$ at 99% of its upper limit they shrink by 0.936 per step. With the best $\beta$ the ratio at step 40 is 0.684, below the bound 0.710. The cube's own slowest factor is $1-0.763\times0.402=0.693$, so at that step faster-decaying modes still contribute. The numerical output lists these values together with the zone scans.

## Values computed for the example and the checks

```
long-wave T/n, longitudinal (formula): -8.3776
long-wave T/n, transverse (formula): 4.1888
plain-iteration limit of n a, 3/(8 pi): 0.1194
catastrophe limit of n a, 3/(4 pi): 0.2387
direct sum vs Ewald, largest gap in T/n: 7.6e-04
sc: gap to formula in T/n at k*edge = 0.04: 1.4e-03, 0.02: 3.4e-04, extrapolated to 0: 1.9e-08
bcc: gap to formula in T/n at k*edge = 0.04: 5.9e-04, 0.02: 1.5e-04, extrapolated to 0: 6.4e-09
fcc: gap to formula in T/n at k*edge = 0.04: 3.8e-04, 0.02: 9.5e-05, extrapolated to 0: 2.6e-09
sc: zone scan of T/n, lowest -9.6874, highest 5.3536
   |k|*edge at lowest 3.142, at highest 4.443
bcc: zone scan of T/n, lowest -8.3764, highest 4.1887
   |k|*edge at lowest 0.074, at highest 0.074
fcc: zone scan of T/n, lowest -8.3768, highest 4.1885
   |k|*edge at lowest 0.091, at highest 0.148
sc: |k components|*edge/(2 pi), lowest: [0.  0.  0.5]
sc: |k components|*edge/(2 pi), highest: [0.  0.5 0.5]
sc: plain-iteration limit of n a from scan: 0.1032
sc: catastrophe limit of n a from scan: 0.1868
example: fcc cube edge: 6.0 angstrom
example: polarizability: 8.0 angstrom^3
example: number density: 0.018519 per angstrom^3
example: n a: 0.1481
example: longitudinal eigenvalue: 2.2411
example: transverse eigenvalue: 0.3794
example: plain error factor, longitudinal: -1.2411
example: plain error factor, transverse: 0.6206
example: dielectric constant (formula): 5.906
example: same from lattice sum, transverse: 5.906
example: same from lattice sum, longitudinal: 5.907
example: upper limit of mixing factor: 0.8924
example: best mixing factor: 0.7632
example: error factor at best mixing: 0.7104
example: cube edge where plain iteration fails: 6.448 angstrom
example: cube edge at the catastrophe: 5.118 angstrom
finite cube: number of sites: 500
finite cube: lowest eigenvalue: 0.4021
finite cube: highest eigenvalue: 2.1911
finite cube: change ratio, plain, step 200: 1.1911
finite cube: change ratio, 0.99 of upper limit, step 200: 0.9358
finite cube: change ratio, best mixing, step 40: 0.6836
```
